# Joining computed solids to measured ions: the Persson reference scheme

A metal part carrying an oxide film is put into a bath of known pH. Whether the oxide is stable there, and not merely slow to dissolve, depends on its free energy compared with that of the ions it can release. Electronic-structure calculations can supply energies for many candidate solids, while the energies of many hydrated ions are known from measurement. The two sets have different errors, and a dissolution reaction takes the difference between one member of each. How can they be joined without spoiling a dissolution energy that has been measured?

## 1. One oxide and one ion

Let a metal M form the oxide MO and the ion M$^{2+}$. The reaction is

$$\mathrm{MO+2H^+\to M^{2+}+H_2O}.$$

I write $G$ for a standard Gibbs energy of formation from M metal, O$_2$ and H$_2$. By convention $G(\mathrm{H^+})=0$. All example inputs, those called measured as well as those called computed, are round model values; no real metal is meant. Water is given $-240$ kJ/mol, close to its rough real size.

With measured values throughout,

$$\Delta G_{\exp}=-100-240-(-270)=-70\ \text{kJ/mol}.$$

The computed formation energy of MO is $-250$ kJ/mol. Putting it beside the unaltered ion gives

$$-100-240-(-250)=-90\ \text{kJ/mol}.$$

The oxide is computed to be 20 kJ/mol too weakly bound, so it appears to dissolve too readily by that amount. Define

$$\delta=G_{\rm comp}-G_{\exp}.$$

Here $\delta=+20$ kJ/mol. Raising the ion by the same amount, from $-100$ to $-80$ kJ/mol, restores the difference:

$$-80-240-(-250)=-70\ \text{kJ/mol}.$$

As a first limit, a perfect calculation has $\delta=0$, and the ion stays where it was measured. For one reaction this is mere bookkeeping. What needs proof is that one correction can serve all ions of M, and that no other correction would do.

## 2. What the computed formation energy contains

A calculation gives a free energy $g$ on its own energy zero. For a solid $S=\mathrm{M}_n\mathrm{O}_b\mathrm{H}_h$, subtracting elemental references per atom gives

$$G_{\rm comp}(S)=g_S-n g_{\rm M}-b g_{\rm O}-h g_{\rm H}.$$

The hydrogen reference is not taken from a computed H$_2$ molecule. It is fixed by requiring that water have its measured formation energy $G_W$:

$$g_{\rm water}-g_{\rm O}-2g_{\rm H}=G_W
\quad\Rightarrow\quad
g_{\rm H}=\tfrac12\left(g_{\rm water}-G_W-g_{\rm O}\right).$$

This matters because water appears in many of the reactions below, and its energy must be the same in both data sets. In the example,

$$g_{\rm H}=\tfrac12(-1400+240+480)=-340\ \text{kJ/mol},$$

$$G_{\rm comp}(\mathrm{MO})=-1130+400+480=-250\ \text{kJ/mol}.$$

Any thermal contribution of the solid that the calculation omits becomes part of $\delta$.

## 3. Which ion corrections are allowed?

Suppose each aqueous species $i$ is shifted by an amount $\Delta_i$. I impose two requirements.

First, the measured energy of every balanced reaction among the aqueous species must survive, including reactions with electrons. If $\nu_i$ are the coefficients of such a reaction, then

$$\sum_i\nu_i\Delta_i=0$$

whenever M, O, H and charge are conserved. Secondly, H$_2$O, H$^+$ and e$^-$ keep their values.

Collect the compositions in a matrix with one row for each conserved quantity. Balanced reactions are the vectors that this matrix sends to zero. A vector orthogonal to all of them lies in the space spanned by the rows, so

$$\Delta_i=\lambda_{\rm M}m_i+\lambda_{\rm O}p_i+\lambda_{\rm H}q_i+\lambda_z z_i,$$

where $m_i,p_i,q_i$ count M, O and H atoms and $z_i$ is the charge number. The fixed species now give

$$
\begin{aligned}
\mathrm{e^-}:&\quad -\lambda_z=0,\\
\mathrm{H^+}:&\quad \lambda_{\rm H}+\lambda_z=0\Rightarrow\lambda_{\rm H}=0,\\
\mathrm{H_2O}:&\quad \lambda_{\rm O}+2\lambda_{\rm H}=0\Rightarrow\lambda_{\rm O}=0.
\end{aligned}
$$

One constant remains. Calling it $c$,

$$\boxed{G_i=G_{i,\exp}+m_i c.}$$

The correction counts M atoms; it does not depend on charge or on bound oxygen. A dinuclear ion therefore receives twice the correction of a mononuclear one.

This was tested on eight species: water, H$^+$, e$^-$, M$^{2+}$, M$^{3+}$, MOH$^+$, HMO$_2^-$ and M$_2$OH$^{3+}$. They have four independent reactions. Solving the constraints directly leaves a one-dimensional set of shifts, in the proportions $0,0,0,1,1,1,1,2$.

A redox pair gives a simple check. The standard potential of M$^{3+}$/M$^{2+}$ is the energy difference of the ions divided by the Faraday constant $F$:

$$\frac{15-(-100)}{96.4853}=\frac{35-(-80)}{96.4853}=1.192\ \text{V}.$$

Both ions rise by 20 kJ/mol, and their potential is unchanged.

## 4. Dissolution of the reference solid

Now choose one reference solid $s$ with measured formation energy. To find $c$, let a general solid $S$ dissolve into an ion $I=\mathrm{M}_m\mathrm{O}_p\mathrm{H}_q^z$:

$$S\to \frac nm I+w\,\mathrm{H_2O}+k\,\mathrm{H^+}+r\,\mathrm{e^-}.$$

A negative coefficient means that the species is consumed. Conservation of O, H and charge gives, in turn,

$$w=b-\frac{np}{m},\qquad
k=h-\frac{nq}{m}-2w,\qquad
r=\frac{nz}{m}+k.$$

For MO and M$^{2+}$ these yield $w=1$, $k=-2$, $r=0$, as in the first section.

Let $U$ be the electrode potential against the standard hydrogen electrode. The electron then has energy $-FU$, and H$^+$ has energy $-L\,\mathrm{pH}$ with $L=RT\ln10$. For ion activity $a$,

$$\Delta G=\frac nm\left(G_I+RT\ln a\right)+wG_W-kL\,\mathrm{pH}-rFU-G_S.$$

Compare the mixed table with the measured one. The terms in $a$, pH, $U$ and $G_W$ are identical and drop out. What is left is

$$\Delta G_{\rm mix}-\Delta G_{\exp}
=\frac nm(mc)-\delta_S=nc-\delta_S.$$

The size $m$ of the ion has cancelled, so a single $c$ can serve all the ions. Setting the difference to zero for the reference solid gives

$$\boxed{c=\frac{\delta_s}{n_s}
=\frac{G_{\rm comp}(s)-G_{\exp}(s)}{n_s}.}$$

This is the Persson reference scheme for one element besides O and H. The measured dissolution energy of $s$ is preserved for every ion in the table and at every pH, potential and activity. Together with the previous section, this also fixes the shift uniquely: its form follows from the aqueous equilibria and its size from the reference solid.

With MO as reference, $c=20$ kJ/mol, or 0.207 eV per M atom. Dissolution to M$^{2+}$, MOH$^+$ and HMO$_2^-$ costs $-70$, $-15$ and $100$ kJ/mol, as measured. Without the shift the values are $-90$, $-35$ and $80$ kJ/mol.

## 5. The other solids

For a solid $S'$ that is not the reference, the same subtraction leaves

$$\Delta G_{\rm mix}-\Delta G_{\exp}
=-\left(\delta_{S'}-\frac{n_{S'}}{n_s}\delta_s\right).$$

The part of the computed error that is the same per M atom in $S'$ and $s$ cancels. The rest remains.

In the example M$_2$O$_3$ has $\delta=50$ kJ/mol. Its dissolution energy to M$^{3+}$ is therefore wrong by

$$-(50-2\times20)=-10\ \text{kJ/mol}$$

per formula unit: it comes out as $-50$ instead of $-40$ kJ/mol. Without the shift it would be $-90$ kJ/mol. For M(OH)$_2$ the remaining error is $-(25-20)=-5$ kJ/mol.

The reduction in error depends on how similar the solids' errors are; the scheme does not guarantee it. Per M atom the size of the error changes from $|d|$ to $|d-c|$, with $d=\delta_{S'}/n_{S'}$. The shift therefore makes the error of $S'$ larger whenever $d/c<1/2$: not only when the signs are opposite, but also when $S'$ is computed much more accurately than the reference solid.

Changing the reference moves the error elsewhere. With M$_2$O$_3$ as reference, $c=50/2=25$ kJ/mol. Its own dissolution energy is then preserved, but that of MO is wrong by $25-20=+5$ kJ/mol. One constant can preserve both only if their errors per M atom agree.

## 6. The limit of bare metal

The metal has $G=0$ in both tables by definition, hence $\delta_{\rm M}=0$. If it is taken as the reference solid, $c=0$. Unshifted mixing is thus the special case that preserves dissolution of the metal and leaves the oxide's error untouched.

With an oxide as reference, the situation is reversed. For M$\,\to\,$M$^{z+}+z\,$e$^-$ at unit activity, equilibrium requires $G(\mathrm{M}^{z+})-zFU=0$. The potential therefore moves by

$$\Delta U=\frac{c}{zF}.$$

For M$^{2+}$ it changes from $-0.518$ to $-0.415$ V, a rise of 0.104 V. An energy cycle shows why. Going from metal to oxide uses the computed oxide and carries the error $+20$ kJ/mol. Going from oxide to ion carries none. The direct path from metal to ion must carry their sum.

The metal reference itself can also be wrong. Let $g_{\rm M}$ change by $\eta$. Then $G_{\rm comp}(S)$ changes by $-n\eta$ and $c$ by $-\eta$. For a compound, the dissolution energy changes by

$$n(-\eta)-(-n\eta)=0.$$

The metal's formation energy stays zero, so its dissolution energy changes by $-\eta$. Raising $g_{\rm M}$ by 30 kJ/mol tests both statements: the compounds do not respond, and the metal responds by $-30$ kJ/mol. Oxide dissolution is thus protected from an error in the computed metal, while metal deposition is exposed to it.

## 7. A wrong oxygen reference

Let $g_{\rm O}$ change by $\varepsilon$. Because water is held fixed, $g_{\rm H}$ changes by $-\varepsilon/2$. The formation energy of $S$ then changes by

$$-b\varepsilon+\frac h2\varepsilon
=-\frac{2b-h}{2}\varepsilon
=-\frac{nv}{2}\varepsilon,
\qquad v=\frac{2b-h}{n}.$$

Here $v$ is the oxidation number of M when oxygen is counted as $-2$ and hydrogen as $+1$. The constant $c$ changes by $-v_s\varepsilon/2$. Per M atom, the dissolution energy of another solid changes by

$$-\frac{v_s\varepsilon}{2}+\frac{v\varepsilon}{2}
=\frac{v-v_s}{2}\varepsilon.$$

An oxygen error therefore cancels between solids of equal oxidation number, even if one is an oxide and the other a hydroxide. They can be interconverted with water alone, so $g_{\rm O}$ does not enter their difference. Between different oxidation numbers the oxygen error survives. The computed $g_{\rm water}$ is another matter: if it changes by $\theta$, then $g_{\rm H}$ changes by $\theta/2$, and the dissolution energy per M atom changes by $(h/n-h_s/n_s)\,\theta/2$. This is zero for an oxide and $\theta$ for M(OH)$_2$ when MO is the reference.

For $\varepsilon=10$ kJ/mol and MO as reference, the changes per M atom are $0$ for M(OH)$_2$, $+5$ for M$_2$O$_3$ and $-10$ kJ/mol for the metal. This helps in reading the residual errors of section 5. The error of M$_2$O$_3$, $-5$ kJ/mol per M atom, could be removed by such a change of $g_{\rm O}$. The equal error of M(OH)$_2$ could not, since that solid does not respond. A good oxygen reference is still needed when oxidation states are compared; the ion shift does not replace it.

## 8. From energies to a Pourbaix diagram

To compare all species at given pH and potential, form each from metal and water:

$$n\mathrm{M}+b\mathrm{H_2O}\to
\mathrm{M}_n\mathrm{O}_b\mathrm{H}_h^z+\ell\mathrm{H^+}+(\ell+z)\mathrm{e^-},
\qquad \ell=2b-h.$$

Hydrogen conservation gives $\ell$, and charge conservation gives the number of electrons. Metal atoms are conserved while water, protons and electrons are exchanged with reservoirs, so the quantity to compare is the energy per M atom:

$$\varphi=\frac{G+RT\ln a-bG_W-\ell L\,\mathrm{pH}-(\ell+z)FU}{n}.$$

The term $RT\ln a$ is present for ions and absent for pure solids. The species with the lowest $\varphi$ is stable.

Take $T=298.15$ K, $U=-0.2$ V and $a=10^{-6}$ for each ion. Then $L=5.708$ kJ/mol and $RT\ln a=-6L$. The acid edge of the MO field follows from equilibrium with M$^{2+}$:

$$-70-6L+2L\,\mathrm{pH}=0
\quad\Rightarrow\quad
\mathrm{pH}=\frac{70}{2L}+3=9.13.$$

The alkaline edge follows from MO$\,+\,$H$_2$O$\,\to\,$HMO$_2^-+\,$H$^+$:

$$100-6L-L\,\mathrm{pH}=0
\quad\Rightarrow\quad
\mathrm{pH}=\frac{100}{L}-6=11.52.$$

A scan over all the model's species from pH 0 to 14 at this potential finds the same window with the measured and the shifted table. In both, the sequence is M$^{2+}$, MO, HMO$_2^-$. The agreement holds while only ions bound the MO field, here for $U$ between about $-0.59$ and $-0.01$ V. Outside that range the metal or M$_2$O$_3$ cuts into the field, and those edges carry the errors of the computed solids. Below pH 3.4 the potential $-0.2$ V lies under the hydrogen line, where water itself is unstable; the window is not affected.

Without the shift, both dissolution energies fall by 20 kJ/mol. The acid edge moves up by $20/(2L)$, and the alkaline edge moves down by $20/L=3.50$ pH units. The window was only $11.52-9.13=2.39$ units wide, so the second movement alone closes it. The scan then finds M$^{2+}$, MOH$^+$, HMO$_2^-$: the oxide has wrongly vanished from this range.

The appearance of MOH$^+$ does not come from a changed ion equilibrium. The M$^{2+}$/MOH$^+$ boundary lies at $(-15+70)/L\simeq9.6$ in every table, because a common shift cancels. With the measured oxide energy, this boundary is hidden inside the MO field.

Boundaries between two solids do not contain $c$ at all. They remain as good or as bad as the computed solid energies.

## 9. A check through solubility

The same error can be read as an amount of dissolved metal. Let $x$ be the amount of M$^{2+}$, measured relative to its standard amount in a fixed quantity of water, at fixed pH. For an ideal solution the ion's chemical potential contains $RT\ln x$. Integrating it from zero gives the Gibbs energy change

$$\mathcal G(x)=x\left[\Delta G_0+RT(\ln x-1)\right],$$

with $\Delta G_0=\Delta G^\circ+2L\,\mathrm{pH}$, where $\Delta G^\circ$ is the dissolution energy at pH 0 and unit ion activity. Differentiating,

$$\frac{d\mathcal G}{dx}=\Delta G_0+RT\ln x=0,
\qquad \frac{d^2\mathcal G}{dx^2}=\frac{RT}{x}>0.$$

The minimum is therefore at

$$\log_{10}x=-\frac{\Delta G^\circ}{L}-2\,\mathrm{pH}.$$

At pH 9 the measured energy gives $70/5.708-18=-5.74$. Direct minimization of $\mathcal G$ gives this value for the measured and shifted tables, but $-2.23$ for the unshifted one. The error is $20/L=3.50$ decades, a factor of about three thousand. This concerns M$^{2+}$ alone; the total solubility also includes the other ions.

For an ion with $m$ metal atoms, the equilibrium condition contains $(n/m)RT\ln a$. Unshifted mixing then changes $\log_{10}a$ by $m\delta_s/(n_sL)$, so a dinuclear ion suffers twice the logarithmic error.

## 10. Where the preservation ends

The proof needs the measured and computed reference solid to be the same phase, with $\delta_s$ taken at the temperature of the diagram. It also needs one consistent set of measured formation energies. If $G_{\exp}(s)$ is itself wrong by $\zeta$, then $c$ is wrong by $-\zeta/n_s$, and every boundary between a solid and an ion of M inherits that error.

Non-ideal solutions do not upset the preservation as long as the same activities are used in both tables. They do change the conversion from activity to concentration. Finally, the diagram describes equilibrium: a solid placed outside its stable field may still dissolve slowly. The individual values for each solid and ion are collected in the numerical output below.

## Values computed for the example and the checks

```
Temperature: 298.15 K; RT ln10: 5.7080 kJ/mol
Faraday constant: 96.4853 kJ/(mol V)
Input measured G of H2O: -240.0 kJ/mol
Input measured G of M2+: -100.0 kJ/mol
Input measured G of M3+: 15.0 kJ/mol
Input measured G of MOH+: -285.0 kJ/mol
Input measured G of HMO2-: -410.0 kJ/mol
Input measured G of M2OH3+: -380.0 kJ/mol
Input g_M, g_O, g_water: -400.0, -480.0, -1400.0 kJ/mol
Derived g_H: -340.0 kJ/mol
MO raw, computed G, measured G, delta: -1130.0, -250.0, -270.0, 20.0 kJ/mol
M2O3 raw, computed G, measured G, delta: -2840.0, -600.0, -650.0, 50.0 kJ/mol
M(OH)2 raw, computed G, measured G, delta: -2520.0, -480.0, -505.0, 25.0 kJ/mol
Independent aqueous reactions: 4
Dimension of allowed shifts: 1
Allowed shift for H2O, H+, e-, M2+, M3+, MOH+, HMO2-, M2OH3+ : [0, 0, 0, 1, 1, 1, 1, 2]
Ion shift c per M atom: 20.0 kJ/mol = 0.2073 eV per atom
Shifted G of M2+: -80.0 kJ/mol
Shifted G of M3+: 35.0 kJ/mol
Shifted G of MOH+: -265.0 kJ/mol
Shifted G of HMO2-: -390.0 kJ/mol
Shifted G of M2OH3+: -340.0 kJ/mol
Dissolution energies: measured, shifted, unshifted (kJ/mol)
  MO to M2+: -70.0, -70.0, -90.0
  MO to MOH+: -15.0, -15.0, -35.0
  MO to HMO2-: 100.0, 100.0, 80.0
  M2O3 to M3+: -40.0, -50.0, -90.0
  M(OH)2 to M2+: -75.0, -80.0, -100.0
With M2O3 as reference: c = 25.0 kJ/mol, MO dissolution error = 5.0 kJ/mol
g_M raised by 30.0 kJ/mol: M to M2+ energy changes by -30.0 kJ/mol
g_O raised by 10.0 kJ/mol, dissolution change per M:
  M, oxidation number 0: -10.0 kJ/mol
  MO, oxidation number 2: 0.0 kJ/mol
  M2O3, oxidation number 3: 5.0 kJ/mol
  M(OH)2, oxidation number 2: 0.0 kJ/mol
M3+/M2+ standard potential measured, shifted: 1.1919, 1.1919 V
M2+/M standard potential measured, shifted: -0.5182, -0.4146 V; difference 0.1036 V
log10 M2+ activity over MO at pH 9, measured: -5.737
log10 M2+ activity over MO at pH 9, shifted: -5.737
log10 M2+ activity over MO at pH 9, unshifted: -2.233
Solubility error without shift: 3.504 decades
Scan at U = -0.2 V, ion activity 1e-06, pH 0 to 14
MO window, measured and shifted: pH 9.132 to 11.519
Stable sequence measured: M2+ > MO > HMO2-
Stable sequence shifted: M2+ > MO > HMO2-
Stable sequence unshifted: M2+ > MOH+ > HMO2-
```
